Gauge invariance in embedded-atom alloys and Johnson's cross potential

**What goes wrong**

Take embedded-atom models of two pure metals, a and b, and suppose that the pair potential between unlike atoms is missing. A simple guess is the arithmetic mean of the two like-atom potentials. In the model worked out below, this guess gives −0.72 eV for dissolving one b atom in a crystal of a, with all atoms held at their lattice sites. Now rewrite each pure-metal model in another form that gives the same energy for every arrangement of its atoms, and take the mean again. The result is +0.39 eV. Even the sign has changed, although nothing physical has.

The cause is a freedom in dividing the energy between the embedding function and the pair potential. A cross potential built from like-atom potentials must respect that freedom.

**Setting and conventions**

Atom i has species a and atom j has species b; either label may denote either metal. The energy is

E = Σ_i F_a(ρ_i) + ½ Σ_{i≠j} φ_ab(r_ij),

ρ_i = Σ_{j≠i} f_b(r_ij).

F_a is the embedding function, f_b(r) is the density that an atom of species b supplies at distance r, and φ_ab = φ_ba is the pair potential. The double sum counts each pair twice, hence the factor ½. Densities carry no unit, so F, φ and the constants k below are energies. The density supplied depends on the species of the supplier and not on that of the receiver; the last remark lifts this restriction.

**Theorem**

(i) For any constants k_a, one for each species, E is unchanged in every configuration under

F_a(ρ) → F_a(ρ) + k_a ρ,

φ_ab(r) → φ_ab(r) − k_a f_b(r) − k_b f_a(r).

(ii) Let ρ̄_a be the site density in the pure crystal of a at its equilibrium spacing, and let F_a be differentiable there. The choice k_a = −F_a'(ρ̄_a) is the one for which the new embedding function has zero slope at ρ̄_a. It defines the effective pair gauge.

(iii) Let f_a and f_b both be positive at every distance where a pair potential or either density is nonzero. Johnson's cross potential

φ_ab = ½ [ (f_b/f_a) φ_aa + (f_a/f_b) φ_bb ]

transforms as (i) requires. It is the unique rule with this property if φ_ab(r) depends only on φ_aa, φ_bb, f_a and f_b at the same r, and if multiplying both like-atom potentials by a common factor multiplies φ_ab by that factor.

The cross potential itself does change with the gauge. It is covariant, and the alloy energy built from it is invariant.

**Proof of (i)**

The added embedding energy is

Σ_i k_a ρ_i = Σ_{i≠j} k_a f_b(r_ij).

Exchanging the names of the summation indices i and j exchanges a and b and leaves r_ij alone, so the same sum equals Σ_{i≠j} k_b f_a(r_ij). Half the sum of the two forms is

Σ_i k_a ρ_i = ½ Σ_{i≠j} [ k_a f_b(r_ij) + k_b f_a(r_ij) ].

This has the form of a pair energy, and the change of φ_ab subtracts exactly it. ∎

For like atoms the rule reads

φ_aa → φ_aa − 2 k_a f_a.

The factor 2 arises because each atom of the pair sits in the density of the other. In the cross term, k_a multiplies f_b, since the atom of species a feels the density supplied by b.

Since E is the same function of the positions, forces and vibration frequencies are unchanged too. The energy F_a(0) of an isolated atom is also unchanged, because the added term vanishes at ρ = 0.

**Remark: a quadratic term cannot be compensated**

Add cρ² to the embedding function of a single species. In a dimer each atom has density f(r), so the energy rises by 2c f(r)². A compensating pair term would therefore have to be −2c f(r)². In a trimer, the atom i with neighbours j and k gains

c (f_ij + f_ik)² = c f_ij² + c f_ik² + 2c f_ij f_ik.

Summed over the three atoms, the squares give 2c f² for each bond, which the pair term cancels. What remains is

2c (f_12 f_13 + f_12 f_23 + f_13 f_23),

which is not zero when the densities are positive. This is a three-body energy. The curvature of F thus carries many-body physics, while its slope can be moved into the pair potential.

**The effective pair gauge**

With k_a = −F_a'(ρ̄_a), the transformed functions are

F_eff,a(ρ) = F_a(ρ) − F_a'(ρ̄_a) ρ,

φ_eff,aa = φ_aa + 2 F_a'(ρ̄_a) f_a,

φ_eff,ab = φ_ab + F_a'(ρ̄_a) f_b + F_b'(ρ̄_b) f_a.

The slope of F_eff,a at ρ̄_a is F_a'(ρ̄_a) − F_a'(ρ̄_a) = 0, and no other k_a achieves this, which proves (ii). The second derivative is unchanged, because a linear term has none.

**Lemma 1.** In the pure crystal at equilibrium, the effective pair energy alone is stationary against a change of the spacing d.

Proof. Let Φ(d) be the sum of φ over all neighbours of one atom. The energy per atom is F(ρ(d)) + ½Φ(d), and equilibrium at zero pressure requires

F'(ρ̄) dρ/dd + ½ dΦ/dd = 0.

This holds in every gauge. In the effective gauge the first term vanishes, and so the second must vanish by itself. ∎

**Lemma 2.** Let small displacements in the pure crystal change the site densities by δρ_i. In the effective gauge the embedding energy changes, to leading order, by ½F''(ρ̄) Σ_i (δρ_i)².

Proof. Expand F_eff about ρ̄. The linear term has the coefficient F_eff'(ρ̄) = 0, and F_eff'' = F''. ∎

Near the perfect crystal the energy change is therefore the change of the effective pair energy plus a term from the curvature of F. Both are of second order in the displacements, so the curvature term is small only when the displacements change the site densities little. Under a uniform change of spacing all neighbours shift ρ_i in the same direction, and the term need not be small.

**Lemma 3.** Remove one atom from the pure crystal, place it at a bulk site, and let no other atom move. The energy of this unrelaxed vacancy is

E_vac = −½Φ + Σ_j [ F(ρ̄ − f_j) − F(ρ̄) ],

where j runs over the neighbours of the vacancy and f_j = f(r_j).

Proof. Taking the atom out removes its embedding energy F(ρ̄) and all its bonds, Φ. Each neighbour loses the density f_j. Placing the atom at a bulk site returns the bulk energy per atom, F(ρ̄) + ½Φ. The terms F(ρ̄) cancel, and −Φ + ½Φ = −½Φ. ∎

The formula holds in any gauge. In the effective gauge the linear part of the bracket is absent, so the second term is about ½F'' Σ_j f_j², and −½Φ_eff gives most of the energy when this is small.

**Proof of (iii)**

*Covariance.* Insert the transformed like-atom potentials into Johnson's rule:

½ [ (f_b/f_a)(φ_aa − 2k_a f_a) + (f_a/f_b)(φ_bb − 2k_b f_b) ]

= φ_ab − k_a f_b − k_b f_a.

In the first term f_a cancels and leaves −k_a f_b; in the second f_b cancels and leaves −k_b f_a. This is the change demanded by (i).

*Uniqueness.* Fix r and write x = φ_aa, y = φ_bb. By the first assumption, φ_ab = G(x, y; f_a, f_b), with the same function G in every gauge. Covariance demands, for all k_a and k_b,

G(x − 2k_a f_a, y − 2k_b f_b) = G(x, y) − k_a f_b − k_b f_a,

where the unchanged arguments f_a, f_b are not written. Choose the constants that make both arguments on the left vanish:

k_a = x/(2f_a),  k_b = y/(2f_b).

They may depend on the chosen r, because the condition at that r holds for every pair of constants. Solving for G(x, y) gives

G(x, y) = ½ [ (f_b/f_a) x + (f_a/f_b) y ] + G(0, 0).

The last term may still depend on f_a and f_b. By the second assumption G(λx, λy) = λG(x, y). At x = y = 0 this reads G(0, 0) = λG(0, 0) for every λ, so G(0, 0) = 0. Johnson's rule remains. ∎

**Remark: what invariance does not decide**

Covariance alone, without the two assumptions of (iii), allows any gauge-independent function g(r) to be added to the cross potential. One example is

g = e₀ [ln(f_a/f_b)]² c(r),

with a constant energy e₀ and a smooth cutoff c(r). It vanishes for identical species and is as gauge invariant as zero, yet it changes the alloy energy. The scaling assumption excludes it because g stays fixed when both like-atom potentials are multiplied by a common factor. Johnson's rule is thus a modelling choice singled out by economy, and gauge invariance is no evidence that it describes a given alloy well.

**Remark: why the arithmetic mean fails**

The mean of the transformed like-atom potentials is ½(φ_aa + φ_bb) − k_a f_a − k_b f_b. The required shift is −k_a f_b − k_b f_a. The excess for each unlike bond is

−k_a f_a − k_b f_b + k_a f_b + k_b f_a = (k_a − k_b)(f_b − f_a).

It vanishes if k_a = k_b or if the two densities agree at that distance.

**Worked example**

Both metals are fcc model crystals with round parameters:

F = −ξ√ρ,

f = f₀ exp[−2q(r/r₀ − 1)] c(r),

φ_aa = 2A exp[−p(r/r₀ − 1)] c(r), and likewise φ_bb.

For a: ξ = 1.3 eV, A = 0.10 eV, p = 10, q = 2.5, r₀ = 2.8 Å, f₀ = 1. For b: ξ = 1.2 eV, A = 0.14 eV, p = 11, q = 3, r₀ = 2.9 Å, f₀ = 2. The common cutoff c(r) falls from 1 at 4.2 Å to 0 at 4.6 Å, so two neighbour shells contribute in the equilibrium crystals.

The nearest-neighbour distances are 2.808 Å for a and 2.906 Å for b, with ρ̄_a = 12.581 and ρ̄_b = 24.670. Since F' = −ξ/(2√ρ),

k_a = 1.3/(2√12.581) = 0.1833 eV,

k_b = 1.2/(2√24.670) = 0.1208 eV.

*Pure a.* At the nearest-neighbour distance φ_aa = 0.1947 eV and f_a = 0.9866. The effective potential there is

0.1947 − 2 × 0.1833 × 0.9866 = −0.167 eV.

A positive pair energy has become a negative one, although the crystal is the same. The bulk energy per atom splits into embedding and pair parts as −4.611 + 1.177 eV in the original gauge and as −2.305 − 1.128 eV in the effective one. Both sums are −3.434 eV.

The vacancy energy is 2.350 − 1.177 = 1.173 eV in the original gauge and 0.045 + 1.128 = 1.173 eV in the effective gauge, embedding part first. The estimate ½F'' Σ_j f_j² for the small embedding part is 0.043 eV. One random set of displacements of 0.01 Å (standard deviation of each component) in a cell of 108 atoms raises the energy by 0.668 meV per atom; another draw would give a somewhat different value. The effective pair potential accounts for 0.657 meV of this, whereas the original one alone would give 1.033 meV. A uniform change of spacing behaves differently. Here F'' = ξ/(4ρ̄^(3/2)) = 0.00728 eV and dρ/dd = −(5/2.8)(12 × 0.9866 + 6√2 × 0.1237) = −23.0 Å⁻¹, so the embedding part of the second derivative of the energy per atom is F''(dρ/dd)² = 3.9 eV/Å². The effective pair part is ½(10/2.8)²(12 × 0.1947 + 12 × 0.0031) − 0.1833 (5/2.8)²(12 × 0.9866 + 12 × 0.1237) = 7.3 eV/Å². The curvature of F then supplies about a third of the total.

*One b atom in a.* The solution energy is the energy of the crystal with the solute, minus the bulk energies of its atoms in their own pure crystals. The atoms stay at the sites of pure a. Letting them relax lowers the solution energies of Johnson's rule, the two arithmetic means and the invariant addition below by 0.004 to 0.02 eV and changes none of their signs. At the two shells around the solute:

12 atoms at 2.808 Å: f_a = 0.9866, f_b = 2.4214
6 atoms at 3.971 Å: f_a = 0.1237, f_b = 0.2183

In the first shell f_b/f_a = 2.454 and φ_bb = 0.3976 eV, so Johnson's rule gives

φ_ab = ½ (2.454 × 0.1947 + 0.3976/2.454) = 0.320 eV.

In the second shell φ_ab = 0.0041 eV. The pair part of the solution energy contains the new bonds, minus half the bond sum of a and half that of b. For a, removing Φ_a and restoring one bulk share ½Φ_a leaves −½Φ_a. Hence

12 × 0.3199 + 6 × 0.0041 − 1.177 − 1.649 = 1.037 eV.

The embedding part has two sources. The solute sits at density ρ̄_a instead of ρ̄_b, which costs

−1.2√12.581 + 1.2√24.670 = 1.704 eV.

Each host neighbour gains the density f_b − f_a, which is 1.4349 in the first shell and 0.0947 in the second. The gain lowers the energy by 3.174 eV in all. Together these give −1.470 eV, and the solution energy is

−1.470 + 1.037 = −0.433 eV.

In the effective gauge Johnson's rule gives φ_ab = −0.2431 eV and −0.0509 eV in the two shells. The pair part becomes

12 × (−0.24305) + 6 × (−0.05088) + 1.12838 + 1.33135 = −0.762 eV,

and the embedding part is 0.329 eV. The sum is again −0.433 eV. The embedding part is not small here. The solute sits at about half its own equilibrium density, far from the point where F_eff,b is flat, and contributes 1.704 − 0.1208 × (24.670 − 12.581) = 0.244 eV; the host neighbours contribute the remaining 0.085 eV. The near-pairwise behaviour found above for the vacancy and the random displacements therefore does not carry over to every alloy.

*The arithmetic mean.* It gives −0.719 eV from the original potentials and 0.392 eV from the effective ones. The change follows from the excess per bond:

(0.1833 − 0.1208)(12 × 1.4349 + 6 × 0.0947) = 1.11 eV.

*An invariant addition.* With e₀ = 0.05 eV, the term g above moves the Johnson value to 0.147 eV in both gauges. Gauge invariance cannot tell the two rules apart, though they disagree about the sign.

**Remark: the relative density scale is alloy input**

Multiply every density by s and replace F_a(ρ) by F_a(ρ/s) for each species. The embedding energies and the ratios in Johnson's rule stay the same, so E does too. Now rescale b alone. Pure b is unchanged, and pure a is untouched, but a host atom next to a solute receives a different density, the solute's embedding energy becomes F_b(ρ̄_a/s), and the ratio f_b/f_a changes. With s = 1.2 for b alone, the solution energy moves from −0.433 to −0.697 eV. The pure-metal energies therefore cannot fix the relative scale of f_a and f_b; it needs separate information or a stated convention.

**Remark: cutoffs**

The ratio f_b/f_a must stay defined wherever φ_aa acts and also wherever f_b is nonzero. If f_a and φ_aa end at a shorter distance than f_b, the rule cannot supply the shift −k_a f_b beyond that distance, and the invariance is lost. If f_a ends at a shorter distance than φ_aa, Johnson's rule divides by zero. A common cutoff factor in all densities and pair potentials avoids this: it cancels in the ratio, and φ_aa and φ_bb carry it to zero.

**Remark: second-moment models with their own cross hopping**

In a second-moment model, ρ_i is a sum of squared hopping strengths, and an unlike bond may have a strength of its own. Write f_ab for the density at an atom of species a supplied by one of species b. The proof of (i) then gives the compensation −k_a f_ab − k_b f_ba, and the covariant rule becomes

φ_ab = ½ [ (f_ab/f_aa) φ_aa + (f_ba/f_bb) φ_bb ].

Indeed, φ_aa shifts by −2k_a f_aa, so the first term shifts by −k_a f_ab, and the second likewise by −k_b f_ba. Johnson's rule is the case f_ab = f_b, f_ba = f_a. For the symmetric choice f_ab = f_ba = √(f_aa f_bb), the weights are √(f_bb/f_aa) and its inverse. Johnson's original ratios would then break the invariance. The numerical check confirms this on disordered alloys, along with the invariance of the correct rule.

Computed results

```
a: xi 1.3 eV, A 0.1 eV, p 10.0, q 2.5, r0 2.8 Ang, f0 1.0
b: xi 1.2 eV, A 0.14 eV, p 11.0, q 3.0, r0 2.9 Ang, f0 2.0
cutoff from 4.2 to 4.6 Ang; atoms in supercell: 108
a: equilibrium neighbour distance 2.80759 Ang
a: equilibrium density 12.58051 (no unit)
a: effective-gauge k = -F' = 0.183259 eV
a: bulk per atom, original: embed -4.61097, pair 1.17710, sum -3.43387 eV
a: bulk per atom, effective: embed -2.30549, pair -1.12838, sum -3.43387 eV
a: pair slope, original -4.2175 eV/Ang
a: pair slope, effective, size 1.8e-08 eV/Ang
b: equilibrium neighbour distance 2.90631 Ang
b: equilibrium density 24.66990 (no unit)
b: effective-gauge k = -F' = 0.120800 eV
b: bulk per atom, original: embed -5.96026, pair 1.64878, sum -4.31148 eV
b: bulk per atom, effective: embed -2.98013, pair -1.33135, sum -4.31148 eV
b: pair slope, original -6.2674 eV/Ang
b: pair slope, effective, size 3.5e-08 eV/Ang
trimer sides 2.8, 3.0, 3.5 Ang, c 0.01 eV
trimer remainder 0.023733, formula 0.023733 eV
random displacements, 0.01 Ang per component, energy per atom in meV:
  original: embed -0.3650, pair 1.0326
  effective: embed 0.0111, pair 0.6565
  total 0.6676, second-order embed 0.0111
vacancy in a, original: embed 2.35011, pair -1.17710, sum 1.17301 eV
vacancy in a, effective: embed 0.04462, pair 1.12838, sum 1.17301 eV
vacancy, second-order embedding estimate 0.04287 eV
shell 1 of a: 12 atoms at 2.80759 Ang
  f_a 0.98655, f_b 2.42141 (no unit)
  original phi_aa 0.19465, phi_bb 0.39755, phi_ab 0.31987 eV
  effective phi_aa -0.16693, phi_bb -0.18746, phi_ab -0.24305 eV
shell 2 of a: 6 atoms at 3.97053 Ang
  f_a 0.12366, f_b 0.21833 (no unit)
  original phi_aa 0.00306, phi_bb 0.00483, phi_ab 0.00407 eV
  effective phi_aa -0.04226, phi_bb -0.04792, phi_ab -0.05088 eV
b in a, Johnson, original: embed -1.47016, pair 1.03696, sum -0.43320 eV
b in a, Johnson, effective: embed 0.32895, pair -0.76215, sum -0.43320 eV
b in a, arithmetic mean, original inputs -0.71914 eV
b in a, arithmetic mean, effective inputs 0.39177 eV
predicted arithmetic shift 1.11091 eV
extra invariant term: energy constant 0.05 eV
b in a, Johnson plus extra: 0.14748 and 0.14748 eV
b in a, both densities times 1.2: -0.43320 eV
b in a, only f_b times 1.2: -0.69736 eV
```
